# Decision threshold and detection limit for trace-metal counting with a paired blank, part 1

(Sections cited here and not found follow in the second part.)

## First half: the two limits

### The decision

A silicon wafer leaves its final wet clean and goes to a total-reflection X-ray fluorescence tool, which counts photons in the energy window of the iron line. In 1000 s it records 470 counts. A clean reference wafer, measured for the same time, gives 396. Somebody must now decide whether the difference of 74 counts is iron, in which case the bath is stopped, or chance, in which case production goes on.

A second decision comes earlier, when the measurement is chosen. Suppose the process tolerates at most $5\times10^9$ iron atoms/cm². Would a wafer at that level be noticed, or could it easily pass as clean?

The first question concerns a reading already in hand and is answered by a decision threshold $L_C$. The second concerns the ability of the method before any reading is taken and is answered by a detection limit $L_D$. Both were put into this form by Currie. They are different numbers, and each needs its own accepted risk of error. Here both risks are five percent.

### The counting model

Let $G$ be the gross count from the sample and $b$ the count from the blank. The blank is paired with the sample: it is counted for the same time, in the same energy window and under the same conditions. The net count is

$$N=G-b .$$

The sample count has two sources, the metal, with mean count $S$, and the background, with mean count $B$. The blank has background alone, with the same mean $B$. The symbols $S$ and $B$ denote true means, which need not be integers; $G$, $b$ and $N$ are the integers that come out of one measurement.

Counts are taken to arrive independently of one another and at a constant rate. Divide the counting time into $m$ short intervals, each containing one count with probability $\mu/m$. The probability of $n$ counts in all is binomial, and for $m\to\infty$ at fixed $n$ and $\mu$

$$\frac{m(m-1)\cdots(m-n+1)}{n!}\left(\frac{\mu}{m}\right)^n\left(1-\frac{\mu}{m}\right)^{m-n}\longrightarrow\frac{\mu^n e^{-\mu}}{n!},$$

because the $n$ factors $m,\,m-1,\dots$ divided by $m^n$ tend to one, and the last factor tends to $e^{-\mu}$. This is the Poisson distribution with mean $\mu$.

The gross count is the sum of two independent Poisson counts. Adding over the number $j$ that came from the metal gives

$$P(G=g)=\sum_{j=0}^{g}\frac{S^je^{-S}}{j!}\,\frac{B^{g-j}e^{-B}}{(g-j)!}
=\frac{e^{-(S+B)}}{g!}\sum_{j=0}^{g}\binom{g}{j}S^jB^{g-j}
=\frac{(S+B)^g e^{-(S+B)}}{g!}.$$

The last step is the binomial theorem. So $G$ is again a Poisson count, with mean $S+B$.

### Mean and variance of the net count

For a Poisson count $n$ with mean $\mu$, the factor $n(n-1)$ cancels the first two factors of $n!$:

$$E[n(n-1)]=\sum_{n=2}^{\infty}\frac{\mu^n e^{-\mu}}{(n-2)!}=\mu^2 .$$

Since $E[n^2]=E[n(n-1)]+E[n]$, the variance is

$$\operatorname{Var}n=\mu^2+\mu-\mu^2=\mu .$$

The variance of a Poisson count equals its mean. This is what makes a theory of detection possible from so little information: the background level fixes its own noise.

The means of $G$ and $b$ subtract. Their variances add, because the two counts are independent and the minus sign in front of $b$ is squared:

$$E[N]=(S+B)-B=S,\qquad \operatorname{Var}N=(S+B)+B=S+2B. \tag{1}$$

Subtracting the blank removes the mean background and doubles its variance. Two standard deviations will be needed, that without metal and that at the detection limit:

$$\sigma_0=\sqrt{2B},\qquad \sigma_D=\sqrt{L_D+2B}.$$

### The normal approximation

To turn a standard deviation into a probability we need the shape of the distribution of $N$. For a Poisson count,

$$E[e^{\theta n}]=\sum_n\frac{(\mu e^{\theta})^n e^{-\mu}}{n!}=e^{\mu(e^\theta-1)} .$$

For independent counts these averages multiply, so their logarithms add:

$$\ln E[e^{\theta N}]=(S+B)(e^{\theta}-1)+B(e^{-\theta}-1).$$

Write $\sigma^2=S+2B$, put $\theta=t/\sigma$, and expand. In odd powers of $\theta$ the two background terms cancel; in even powers they add. Hence

$$\ln E[e^{t(N-S)/\sigma}]=\frac{t^2}{2}+\frac{S}{6\sigma^3}t^3+\frac{1}{24\sigma^2}t^4+\dots$$

The term linear in $t$ has gone because the mean $S$ was subtracted. Since $S\le\sigma^2$, the cubic coefficient is at most $1/(6\sigma)$, and the later ones fall faster still. For large $\sigma$ just $t^2/2$ remains, which belongs to a normal distribution of mean zero and unit variance. The approximation therefore rests on $S+2B$ being large. Without metal the cubic term is absent and the distribution of $N$ is symmetric about zero, which helps at moderate $B$.

Let $Q(z)$ be the probability that a standard normal variable exceeds $z$. Define $k$ by

$$Q(k)=0.05,\qquad k=1.645,\qquad k^2=2.706 .$$

This is a one-sided quantile. Metal can raise the mean net count but cannot lower it, so a reading far below zero is no evidence of metal, and the whole five percent is placed in the upper tail.

### The decision threshold

The rule is to declare metal detected when $N>L_C$. A false positive is a detection when $S=0$. In that case $N$ has mean zero and standard deviation $\sigma_0$, so

$$P(N>L_C\,|\,S=0)=Q\!\left(\frac{L_C}{\sigma_0}\right)=0.05 .$$

The argument of $Q$ must equal $k$, which gives

$$\boxed{L_C=k\sqrt{2B}=2.33\sqrt B}. \tag{2}$$

It may seem odd to subtract an observed blank $b$ when the threshold already uses a known mean $B$. The two uses differ in how much accuracy they demand. Suppose the background of both runs is 10 % above its long-term value of 400 counts. Subtracting the long-term mean would leave an error of 40 counts in the net signal. Subtracting the paired blank removes that shift on average. The threshold depends on the square root of $B$, so its relative error is about half that of $B$, here 5 % of 46.5 counts, or 2.3 counts. A mean from blank history can be good enough for the width of the noise and still be too poor for its centre.

### The detection limit

The detection limit is the true mean signal $S=L_D$ for which the rule just stated misses the metal with probability 0.05. At this signal $N$ has mean $L_D$ and standard deviation $\sigma_D$. The metal is missed when $N\le L_C$, which means that $N$ lies at least $L_D-L_C$ below its mean. By the symmetry of the normal distribution,

$$P(N\le L_C\,|\,S=L_D)=Q\!\left(\frac{L_D-L_C}{\sigma_D}\right)=0.05,$$

and therefore

$$L_D-L_C=k\sqrt{L_D+2B}. \tag{3}$$

The unknown appears on both sides because the signal brings its own counting noise. Squaring gives

$$L_D^2-2L_DL_C+L_C^2=k^2L_D+2k^2B .$$

By (2), $L_C^2=2k^2B$, so the last terms on the two sides cancel. What is left has the common factor $L_D$:

$$L_D\left(L_D-2L_C-k^2\right)=0 .$$

Squaring can introduce false solutions, so both roots must be put back into (3). For $L_D=0$ the left side of (3) is $-L_C$ and the right side is $+L_C$; this root fails for any $B>0$. For the other root the left side is $k^2+L_C$, which is positive, and its square is

$$(k^2+L_C)^2=k^2(k^2+2L_C)+L_C^2=k^2L_D+2k^2B,$$

as required. The detection limit is

$$\boxed{L_D=k^2+2L_C=2.71+4.65\sqrt B}. \tag{4}$$

The cancellation used the same $k$ for both kinds of error. With unequal risks the terms in $B$ do not cancel, and a full quadratic equation has to be solved.

The term $k^2$ has a simple origin. Dividing (3) by $k$ and inserting (4) gives

$$\sigma_D=\frac{k^2+L_C}{k}=k+\sigma_0 .$$

The noise at the detection limit exceeds the blank noise by $k$ counts. The distance from zero to $L_D$ is made of two steps, $k\sigma_0$ up to the threshold and $k\sigma_D$ from there to the limit. Their sum is $2k\sigma_0+k^2$.

### What each number says

In the normal approximation a wafer with true mean signal $S$ is declared contaminated with probability $Q(-z)$, where

$$z(S)=\frac{S-L_C}{\sqrt{S+2B}} .$$

At $S=0$ this probability is 5 %, at $S=L_C$ it is 50 %, and at $S=L_D$ it is 95 %. Between and beyond these points it rises steadily, because

$$\frac{dz}{dS}=\frac{(S+2B)-\tfrac12(S-L_C)}{(S+2B)^{3/2}}=\frac{S+4B+L_C}{2(S+2B)^{3/2}}>0 .$$

In this approximation every signal above $L_D$ is thus missed less than 5 % of the time.

The threshold is to be compared with an observed net count and the detection limit with a true mean. A net count between the two is a detection. To demand $N>L_D$ before reporting metal would cause a signal at the detection limit to be missed half the time. In the other direction, a result below $L_C$ does not show that the metal is below $L_C$, since a wafer with $S=L_C$ is missed half the time.

The five percent also has a definite reference. It is the share of clean wafers that are flagged, which is not the share of flagged wafers that are clean. If a fraction $f$ of the wafers is clean and the others all have $S=L_D$, the clean share among those flagged is

$$\frac{0.05f}{0.05f+0.95(1-f)} .$$

For $f=0.95$ this is one half. When contamination is rare, a single positive reading calls for a repeat measurement.

### The wafer

The example uses a background rate of 0.40 counts/s in the iron window and a sensitivity of 0.020 counts/s per $10^9$ atoms/cm². In 1000 s these give

$$B=0.40\times1000=400,\qquad 0.020\times1000=20\ \text{counts per }10^9\ \text{atoms/cm}^2 .$$

The blank noise is $\sigma_0=\sqrt{800}=28.28$ counts. From (2) and (4),

$$L_C=1.645\times28.28=46.52\ \text{counts},\qquad L_D=2.71+2\times46.52=95.75\ \text{counts}.$$

Division by 20 converts these to $2.33\times10^9$ and $4.79\times10^9$ atoms/cm².

The observed net count was $470-396=74$. It exceeds 46.5, so iron is declared detected, although 74 is less than $L_D$. By (1) the variance of $N$ is the sum of the two mean counts, and $G+b$ estimates that sum. The standard deviation of the result is therefore about $\sqrt{470+396}=29.4$ counts. The reading corresponds to $(3.7\pm1.5)\times10^9$ atoms/cm², one standard deviation of counting noise being quoted.

The planning question also has a provisional answer. The ideal limit of $4.79\times10^9$ lies below the tolerated $5\times10^9$ atoms/cm², by a margin of about 4 % of the tolerated value. Whether so small a margin survives depends on what the model has left out.

## Second half: the limits in use

### Symbols and results carried over

The gross count $G$ has mean $S+B$, the paired blank $b$ has mean $B$, and $N=G-b$. Both are independent Poisson counts, so $\operatorname{Var}N=S+2B$. With $\sigma_0=\sqrt{2B}$ and $k=1.645$, and with $Q$ the upper tail of the standard normal distribution, the threshold and the limit are

$$L_C=k\sigma_0,\qquad L_D=k^2+2L_C,\qquad \sigma_D=\sqrt{L_D+2B}=\sigma_0+k .$$

The wafer example has $B=400$, $L_C=46.52$ and $L_D=95.75$ counts. Its 1000 s count gives 20 counts per $10^9$ atoms/cm².

### How good the normal approximation is

The error rates can be found without the normal approximation by adding the joint probabilities of all pairs of counts that lead to a wrong decision:

$$P(N>L_C)=\sum_{b}P(b)\sum_{g>b+L_C}P(g).$$

For $B=400$ this sum gives 5.01 % false positives and, at $S=L_D$, 4.98 % misses. Solving for the signal that is missed 5 % of the time gives 95.69 counts, against 95.75 from the formula.

The table lists such sums for several blank levels. All rates are in percent. The second and third columns use the known mean $B$ in the threshold; the last two are false-positive rates for rules discussed below.

| $B$ | false pos. | missed at $L_D$ | $k\sqrt{2b}$ | $k\sqrt{G+b}$ |
|---:|---:|---:|---:|---:|
| 4 | 5.46 | 4.19 | 10.57 | 5.08 |
| 25 | 5.17 | 4.72 | 7.19 | 4.94 |
| 100 | 4.82 | 5.12 | 6.04 | 5.01 |
| 400 | 5.01 | 4.98 | 5.51 | 5.00 |

The false-positive rates in the second column scatter around 5 % because $N$ is an integer. At $B=100$ the threshold is 23.26, so the smallest net count that is accepted as a detection is 24. If the probability of each integer is pictured as spread over a unit interval centred on it, the accepted region begins at 23.5. This lies above 23.26, and the rate falls below 5 %. At $B=25$ the threshold is 11.63, the accepted region begins at 11.5, and the rate lies above 5 %. The same reasoning gives the right sign in the other two rows, where the thresholds are 4.65 and 46.52.

At $B=0$ the formulas fail visibly. They give $L_C=0$ and $L_D=k^2=2.71$ counts. With no background a single count proves the presence of metal, so there are no false positives at all, and the metal is missed when no count arrives. The true limit follows from

$$e^{-S}=0.05,\qquad S=\ln 20=3.00 .$$

The formula is about a tenth too low, relative to this value.

We now have the decision threshold $L_C$ and the detection limit $L_D$ for a known mean blank, and at the example's background level sums over Poisson counts confirm them closely. It remains to see what happens when the threshold is taken from observed counts, how the limit depends on counting time, and whether its 4 % margin below the tolerated iron level survives the effects left out so far.

Numbers in the example were calculated in double precision.
